# Why the electron's one-loop self-mass diverges only logarithmically

## What symmetry allows

Take one electron at rest, coupled to the photon field to first order in \(\alpha\), with the negative-energy levels (the sea) filled. Units are \(\hbar=c=1\) and \(e^2=\alpha\). Photon wave numbers are cut off at \(K\). The Dirac Hamiltonian is \(h=\boldsymbol\alpha\cdot\mathbf k+\beta m\), with levels \(\pm E\), \(E=\sqrt{k^2+m^2}\).

At zero momentum the self-energy operator, evaluated at energy \(p_0\), can contain only matrices invariant under rotations and parity, namely \(1\) and \(\beta\):
\[
\Sigma(p_0)=\beta A+p_0B,\qquad \delta m=A+mB\ \text{ at }p_0=m .
\]
The self-mass is an energy, so it is an integral over \(k\) of a dimensionless function. With the sea filled, every energy denominator has the form \(p_0\mp(E+k)\) and is of order \(k\), so for \(k\gg m,p_0\) this function can be expanded in non-negative powers of \(m/k\) and \(p_0/k\). (With an empty sea the denominator \(p_0+E-k\) stays finite at large \(k\) and this counting fails, as shown below.) The leading constant gives \(K\), the next terms give \(m\ln K\) and \(p_0\ln K\), and the rest converge. A linear divergence can thus appear as \(1\cdot K\) or as \(\beta K\), and each is excluded by its own symmetry.

- **Charge conjugation** exchanges electrons and holes. It turns \(\Sigma(p_0)\) into minus the operator at \(-p_0\), and reverses \(\beta\) but not \(1\). The coefficient of \(1\) is therefore odd in \(p_0\), which forbids \(1\cdot K\). This requires the filled sea.
- **Chirality**: \(\gamma_5\) commutes with \(\boldsymbol\alpha\) and anticommutes with \(\beta\), so it maps \(m\) to \(-m\). Hence \(A\) is odd in \(m\), which forbids \(\beta K\). This requires a cutoff that respects \(\gamma_5\).

What remains is \(\delta m\propto\alpha\,m\ln(K/m)\). Symmetry does not supply the coefficient, which turns out to be \(3/2\pi\).

## The Coulomb part: classical energy and exchange

Let \(u\) be the spinor at rest, with \(\beta u=u\) and \(u^\dagger u=1\). Since \(\boldsymbol\alpha\) anticommutes with \(\beta\), \(u^\dagger\boldsymbol\alpha u=0\). The projectors \(\Lambda_\pm=\tfrac12(1\pm h/E)\) then have expectation values \(\langle\Lambda_\pm\rangle=\tfrac12(1\pm m/E)\).

The Coulomb energy is quadratic in the charge density. Compare it with and without the electron. The electron can jump to an empty level and back, which adds \(|q|^2\), where \(q\) is the matrix element. The vacuum also has fluctuations in which a sea electron jumps into the level that our electron now occupies. These are blocked, which subtracts \(|q|^2\). Other sea fluctuations occur in both cases and drop out, and the uniform charge of the sea is taken as neutralized. Thus
\[
\delta m_C=\frac12\int\!\frac{d^3k}{(2\pi)^3}\frac{4\pi\alpha}{k^2}\langle\Lambda_+-\Lambda_-\rangle
=\frac{\alpha}{\pi}\int_0^K\!dk\,\langle\Lambda_+-\Lambda_-\rangle ,
\]
because \(\tfrac12\cdot\frac{4\pi k^2}{8\pi^3}\cdot\frac{4\pi\alpha}{k^2}=\alpha/\pi\).

With an empty sea both signs would be positive. Since \(\Lambda_++\Lambda_-=1\), the result would be \(\alpha K/\pi\), the electrostatic energy of a point charge whose field is cut off at \(K\). It is a \(1\cdot K\) term, which chirality does not forbid. Filling the sea adds \(-2\langle\Lambda_-\rangle\):
\[
\delta m_C=\frac{\alpha K}{\pi}-\frac{\alpha}{\pi}\int_0^K\!dk\Big(1-\frac mE\Big)
=\frac{\alpha}{\pi}\int_0^K\!dk\,\frac mE=\frac{\alpha m}{\pi}\,\mathrm{asinh}\frac Km .
\]
The exchange term cancels the classical linear growth and leaves a logarithm.

In space, the factor \(m/E\) replaces the point \(\delta^3(\mathbf r)\) in the charge correlation by
\[
g(r)=\frac{m^2K_1(mr)}{2\pi^2r},
\]
where \(K_1\) is the modified Bessel function. To check this, use \(K_1(z)=\int_0^\infty dt\,\cosh t\,e^{-z\cosh t}\) and then set \(s=\sinh t\):
\[
\int_0^\infty\! 4\pi r^2g\,\frac{\sin kr}{kr}dr=\frac{2m^2}{\pi k}\int_0^\infty\!\frac{k\,ds}{E^2+m^2s^2}=\frac{2m^2}{\pi k}\cdot\frac{\pi k}{2mE}=\frac mE .
\]
At \(k=0\) this equals 1, so no charge is lost. A fraction 0.52 of the correlation lies within \(r=1/m\). Near the origin \(g\to m/(2\pi^2r^2)\), and the energy \(\tfrac12\int d^3r\,(\alpha/r)\,g\) becomes \((\alpha m/\pi)\int dr/r\), a logarithm. The function \(g\) is an equal-time correlation, not the electron's mean charge density.

## The transverse part and the sum

A transverse photon mode couples with squared strength \(4\pi\alpha/2k\), so the measure is \(\frac{k^2dk}{2\pi^2}\cdot\frac{2\pi\alpha}{k}=\frac\alpha\pi k\,dk\). For a polarization \(\boldsymbol\epsilon\perp\mathbf k\), the matrix \(\boldsymbol\alpha\cdot\boldsymbol\epsilon\) has square 1 and anticommutes with \(h\). Each polarization therefore gives \(\tfrac12(1\mp m/E)\), and the two together give \(1\mp m/E\).

Emission into an empty positive level has the energy denominator \(m-E-k\). The blocked vacuum process had the energy shift \(-|q|^2/(m+E+k)\), and its absence contributes with a plus sign:
\[
\delta m_T=\frac\alpha\pi\int_0^K\!k\,dk\left[\frac{1-m/E}{m-E-k}+\frac{1+m/E}{m+E+k}\right].
\]
Set \(S=E+k\). Over the common denominator \(S^2-m^2=2k^2+2Ek=2kS\), the numerator is
\[
-\Big(1-\frac mE\Big)(S+m)+\Big(1+\frac mE\Big)(S-m)=-2m+\frac{2mS}{E}=\frac{2mk}{E}.
\]
The bracket is therefore \(m/(ES)\). At large \(k\) the electron and sea terms, including the factor \(k\), are \(-\tfrac12+m/4k\) and \(+\tfrac12+m/4k\). Their linear divergences cancel and \(m/2k\) survives.

Since \(k/(ES)=1/E-1/S\), the full integrand is
\[
\frac mE+\frac{mk}{ES}=m\left(\frac2E-\frac1S\right).
\]
With \(1/S=(E-k)/m^2\) and \(E_K=\sqrt{K^2+m^2}\),
\[
\int_0^K\!\frac{dk}{S}=\frac12\mathrm{asinh}\frac Km+\frac{K(E_K-K)}{2m^2}
=\frac12\mathrm{asinh}\frac Km+\frac{K}{2(E_K+K)} .
\]
The result is
\[
\boxed{\delta m=\frac{\alpha m}{\pi}\left[\frac32\,\mathrm{asinh}\frac Km-\frac{K}{2(E_K+K)}\right]}
\ \xrightarrow{K\gg m}\ \frac{3\alpha}{2\pi}m\left[\ln\frac{2K}{m}-\frac16\right].
\]

In the opposite limit, \(K\ll m\), the bracket is \(K/m+K^2/2m^2+\dots\). The first term restores the classical \(\alpha K/\pi\). The linear law is thus correct for wavelengths long compared with \(1/m\), and it fails where pair fluctuations enter.

## Gauge dependence of the pieces

In Feynman gauge there are four polarizations, and the timelike one enters with the opposite sign. Using \(\sum_i\alpha_i\beta\alpha_i=-3\beta\), the weights become
\[
\tfrac12\Big(3\mp\frac{3m}{E}\Big)-\tfrac12\Big(1\pm\frac mE\Big)=1\mp\frac{2m}{E}.
\]
The numerator is now \(-2m+4mS/E\). Division by \(2kS\) and multiplication by \(k\) again give \(m(2/E-1/S)\), so the two gauges agree at each \(k\).

At general \(p_0\), the unit-matrix and \(\beta\) parts of the integrand are
\[
k\left[\frac1{p_0-S}+\frac1{p_0+S}\right]\to-\frac{p_0}{2k},\qquad
-\frac{2mk}{E}\left[\frac1{p_0-S}-\frac1{p_0+S}\right]\to\frac{2m}{k}.
\]
The first is odd in \(p_0\), as charge conjugation requires, and the second is odd in \(m\), as chirality requires. At \(p_0=m\) they add to \((2-\tfrac12)m/k=3m/2k\).

If the sea terms are dropped, the unit-matrix part tends to \(-\tfrac12\), and Feynman gauge has a linear term \(-\alpha K/2\pi\). In Coulomb gauge the positive-level Coulomb and transverse terms tend to \(\tfrac12+m/2k\) and \(-\tfrac12+m/4k\). The linear terms happen to cancel, but the logarithm has coefficient \(3/4\) instead of \(3/2\). How much linear term the sea cancels therefore depends on the gauge. In Feynman gauge the sea terms cancel \(-\alpha K/2\pi\), while in Coulomb gauge the sea's Coulomb and transverse terms tend to \(-\tfrac12\) and \(+\tfrac12\) and cancel each other. The picture of exchange cancelling the classical \(\alpha K/\pi\) belongs to the Coulomb part in Coulomb gauge. The gauge-independent statement concerns the full sum.

An empty sea is worse. The electron could then emit a photon while dropping to \(-E\), with denominator \(m+E-k\to m\). The transverse integrand grows as \(k/m\), which gives \(\alpha K^2/2\pi m\), a quadratic divergence.

## A filled sea with broken chirality

Let the cutoff itself break chirality, by replacing \(m\) with \(M(k)=rk^2/K\) at zero physical mass. The sea is still filled, and \(\langle\Lambda_+-\Lambda_-\rangle=M/\sqrt{k^2+M^2}\). With \(x=k/K\), the Coulomb part is
\[
\frac{\alpha K}{\pi}\int_0^1\!\frac{rx\,dx}{\sqrt{1+r^2x^2}}=\frac{\alpha K}{\pi}\,\frac{\sqrt{1+r^2}-1}{r}.
\]
This is the forbidden \(\beta K\) term. For \(r=1\) it equals 0.096 electron masses at \(K=100\) electron masses and 0.962 at \(K=1000\). With unchanged vertices the transverse integrand is \(2kM/(ES)\), where \(E=\sqrt{k^2+M^2}\) and \(S=E+k\). It is also positive, so the linear term survives in the sum. The model is not gauge invariant, however: the Feynman-gauge integrand is \(4kM/(ES)\) instead of \((M/E)(1+2k/S)\), and for \(r=1\) the totals are \(0.75\) and \(0.79\) times \(\alpha K/\pi\). The coefficient is only illustrative. The example shows that exchange with the sea does not by itself remove a linear Coulomb term.

## How large it is

Contributions in Coulomb gauge, in units of \(m\):

| Term | \(K=10m\) | \(K=1000m\) |
|---|---:|---:|
| Classical Coulomb | 0.0232 | 2.3228 |
| Exchange with sea | −0.0163 | −2.3052 |
| Transverse, electron | −0.0091 | −1.1561 |
| Transverse, sea | 0.0120 | 1.1644 |
| Total | 0.0099 | 0.0259 |

At \(K=1000m\) the formula gives \(0.003484\times(7.601-0.167)=0.0259\), or 13.2 keV for a rest energy of 511.0 keV. The classical term alone is already 2.3 times the electron mass; it equals \(m\) at \(K=\pi m/\alpha\approx431m\). Another factor of ten in \(K\) raises the total by \(0.003484\ln10=0.0080\), to 0.0339, while the classical term rises to 23.2.

At fixed \(K=1000\) electron masses, lowering the fermion mass from 1 to 0.1 to 0.01 electron masses lowers \(\delta m\) from 0.0259 to 0.0034 to 0.00042 electron masses. The shift vanishes with the mass, slightly more slowly than in proportion because \(\ln(K/m)\) grows.

The constant beside the logarithm depends on the cutoff. In Pauli–Villars regularization one subtracts the Feynman-gauge integral for a photon of mass \(\Lambda\gg m\), with \(\omega=\sqrt{k^2+\Lambda^2}\) replacing the photon energy \(k\). (This replacement alone is not enough in the Coulomb and transverse terms used earlier, because a massive photon also has a longitudinal polarization.) The measure becomes \(k^2dk/\omega\), and to leading order in \(m\), \(E\to k\) and \(S\to k+\omega\). Setting \(k=\Lambda\sinh t\) and \(q=e^{-2t}\), the subtracted integral is
\[
m\int\!\frac{k^2dk}{\omega}\left[\frac4{kS}-\frac2{S^2}\right]=m\int_0^T\!dt\left(\frac32-q-\frac{q^2}2\right)\to m\left(\frac32\ln\frac{2K}\Lambda-\frac58\right),
\]
with \(T=\ln(2K/\Lambda)\). Subtracting this from \(m[\tfrac32\ln(2K/m)-\tfrac14]\) removes \(K\):
\[
\delta m=\frac{3\alpha}{2\pi}m\left[\ln\frac\Lambda m+\frac14\right].
\]
At \(\Lambda=100m\) this gives \(0.016917m\), against \(0.016919m\) from the sum over levels without the large-\(\Lambda\) approximation. The covariant integral \(\frac{\alpha m}{2\pi}\int_0^1dx\,(2-x)\ln\frac{(1-x)^2m^2+x\Lambda^2}{(1-x)^2m^2}\), quoted here as an independent test, agrees with that sum.

With \(\Lambda\) at the Planck energy, \(\ln(\Lambda/m)=51.5\) and \(\delta m=0.003484\times51.8\,m=0.18m\), about 92 keV. This illustrates how slow the logarithm is. It is not a prediction, since higher orders and all other particles are left out.

## What to do about it

The shift is not observable by itself. At this order, choose the bare mass as \(m_0=m-\delta m\), with \(\delta m\) computed in the same regularization as the rest of the calculation, because the constants \(-1/6\) (with \(\ln 2K/m\)) and \(1/4\) are not interchangeable. With the wave-number cutoff this counterterm is enough only for an electron at rest, because the cutoff singles out that frame. To see what is left over, write the cutoff self-energy as the covariant Pauli–Villars one plus the massive-photon integral cut off at \(K\), and expand the latter to first order in \(p_0\) and the electron momentum \(\mathbf p\). In units of \(\alpha/\pi\), the unit-matrix part \(-2p_0/S^2\) integrates to \(-p_0(\tfrac T2-\tfrac38)\), and the angular average of the \(\boldsymbol\alpha\cdot\mathbf p\) part, \(\tfrac4{3kS}-\tfrac2{3S^2}\), integrates to \(\tfrac T2-\tfrac5{24}\). The logarithms combine covariantly, but \(\tfrac16\boldsymbol\alpha\cdot\mathbf p\) remains. For \(K\gg m,p\) the energy shift is therefore \(m\,\delta m/E_p+(\alpha/6\pi)\,p^2/E_p\), with \(E_p=\sqrt{p^2+m^2}\), and the second term needs a finite counterterm of its own. Pauli–Villars regularization has no such term.

Keep the positive and negative levels together, and the Coulomb and transverse photons together. A calculation restricted to positive levels may show no linear term and still have half the correct logarithm, so the absence of a linear divergence is not a sufficient check. Compare the slope in \(\ln K\) with \(3\alpha m/2\pi\) as well.

Where the cutoff breaks chirality, run the calculation at \(m=0\). If a shift proportional to \(K\) appears, it must be removed by an additive mass counterterm, since the symmetry no longer forbids it. The numerical output below gives the individual terms and slopes.

## Computed results

```
fine-structure constant alpha = 0.007297353
electron rest energy = 510.999 keV
3 alpha/(2 pi) = 0.003484
Fock-space photon shift / g^2 = -0.16045, rule = -0.16044
Coulomb gauge, filled sea; energies in units of m:
K/m = 10: classical Coulomb = 0.023228
  exchange with sea = -0.016264
  Coulomb sum = 0.006964
  transverse, positive levels = -0.009059
  transverse, sea = 0.011962
  total dm/m = 0.009867
K/m = 1000: classical Coulomb = 2.322819
  exchange with sea = -2.305164
  Coulomb sum = 0.017656
  transverse, positive levels = -1.156125
  transverse, sea = 1.164372
  total dm/m = 0.025903
K/m = 10000: classical Coulomb = 23.228195
  exchange with sea = -23.205191
  Coulomb sum = 0.023004
  transverse, positive levels = -11.607475
  transverse, sea = 11.618397
  total dm/m = 0.033925
total dm at K = 1000 m: 13.236 keV
log coefficient, total (units alpha m/pi) = 1.50000
log coefficient, Coulomb part (same units) = 1.00000
empty sea, transverse at K = 10000 m: 116141.0 m
positive levels only, Coulomb gauge log coeff. = 0.7501 alpha m/pi
positive levels only, Feynman gauge linear coeff. = -0.4998 alpha/pi
charge correlation within r = 1/m: 0.5230 of total
Feynman gauge log coeff. of A = 2.0000 alpha m/pi
Feynman gauge log coeff. of B = -0.5000 alpha/pi
Fixed K = 1000 electron masses, smaller fermion mass:
  mass 1: dm = 0.0259026 electron masses, dm/mass = 0.02590
  mass 0.1: dm = 0.0033925 electron masses, dm/mass = 0.03393
  mass 0.01: dm = 0.0004195 electron masses, dm/mass = 0.04195
Chirality-breaking cutoff, r = 1, zero mass, Coulomb part:
  K = 100 electron masses: 0.09621 electron masses
  K = 1000 electron masses: 0.96214 electron masses
Pauli-Villars, Lambda = 100 m: state sum dm/m = 0.0169185
  covariant integral dm/m = 0.0169185
  asymptotic formula dm/m = 0.0169165
classical term equals m at K/m = 430.51
ln(Planck energy / electron rest energy) = 51.528
Pauli-Villars dm/m with Lambda at Planck energy = 0.1804
  the same shift = 92.2 keV
```
